# Why do superparticles of w electrons raise the simulated current noise?

**Question**

I have a Monte Carlo simulation of electrons in an n-type InSb bar at 77 K. The field is prescribed, the carriers don't interact, and each simulated particle stands for $w=100$ electrons. The mean current doesn't depend on $w$, but the current noise does. I have been asked to show that, for independent carriers at fixed mean current, the noise spectral density is too large by a factor $w$.

I get stuck on two arguments. Charge enters the noise squared, so I would expect $w^2$. On the other hand, the superparticles have the same velocity statistics as electrons, so why should the noise change at all? And can I remove the excess by running longer?

My bar is 100 µm long with a 10 µm × 10 µm cross-section. The density is $10^{14}$ cm⁻³, the mobility $5\times10^5$ cm²/Vs, the effective mass $0.014\,m_e$ and the field 0.20 V/cm.

**Answer**

The charge does contribute $w^2$, but there are $w$ times fewer independent particles. The product is $w$. A longer run lets you average more periodograms and so measure the inflated spectrum more precisely, but it does not remove the excess.

**The current and its mean**

Let $q>0$ be the elementary charge, and count velocities as positive along the force. For contacts at fixed voltage and a uniform weighting field, the Ramo–Shockley theorem gives the current of $N$ electrons in a bar of length $L$:

$$I(t)=\frac{q}{L}\sum_{i=1}^{N}v_i(t).$$

I take $N$ as fixed and the $v_i$ as independent, stationary processes with identical statistics. A superparticle has charge $wq$ and mass $wm$, so its acceleration $wqE/(wm)=qE/m$ is that of one electron. It is also given the scattering rates and post-collision velocities of one electron. There are $M=N/w$ superparticles, and

$$I_w(t)=\frac{wq}{L}\sum_{j=1}^{N/w}v_j(t),\qquad
\langle I_w\rangle=\frac{wq}{L}\,\frac{N}{w}\,\langle v\rangle=\frac{qN\langle v\rangle}{L}.$$

The mean is independent of $w$.

**The noise**

Write $\delta v=v-\langle v\rangle$ and $C_v(t)=\langle\delta v(0)\,\delta v(t)\rangle$. The autocovariance of the current is a double sum:

$$C_{I,w}(t)=\left(\frac{wq}{L}\right)^2\sum_{j,k}\langle\delta v_j(0)\,\delta v_k(t)\rangle .$$

Independence makes every term with $j\ne k$ vanish, because it factors into $\langle\delta v_j\rangle\langle\delta v_k\rangle=0$. The $N/w$ diagonal terms remain:

$$C_{I,w}(t)=\frac{w^2q^2}{L^2}\,\frac{N}{w}\,C_v(t)=w\,\frac{q^2N}{L^2}\,C_v(t)=w\,C_{I,1}(t).$$

With the one-sided convention $S(f)=2\int_{-\infty}^{\infty}C(t)e^{-i\omega t}\,dt$, $\omega=2\pi f$, the factor passes through the integral:

$$\boxed{S_{I,w}(f)=w\,S_{I,1}(f)}$$

This holds at every frequency and for any single-electron dynamics that meets the assumptions.

The cause is visible inside one packet. The covariance of the summed velocity of $w$ electrons contains $w^2$ pairs. If the electrons are independent, the $w$ diagonal pairs survive and the sum is $wC_v$. In a superparticle they move in step, all $w^2$ pairs equal $C_v$, and the sum is $w^2C_v$. The ratio is $w$.

If the particles carry different constant weights $w_j$, and their velocity statistics don't depend on weight, the same calculation gives $\sum_j w_j^2\,C_v$ in place of $N C_v$, with $N=\sum_j w_j$. The inflation factor is then $\sum_j w_j^2/\sum_j w_j$.

**An explicit spectrum**

Suppose collisions occur at constant rate $1/\tau$ and restore a Maxwellian velocity, with acceleration $a=qE/m$ in between. At a given instant $v=u+as$. Here $u$ is the velocity component just after the last collision, with variance $k_BT/m$, and $s$ is the time since then, exponentially distributed with mean $\tau$ and variance $\tau^2$. Since $u$ and $s$ are independent,

$$\langle v\rangle=a\tau,\qquad \sigma^2\equiv\langle\delta v^2\rangle=\frac{k_BT}{m}+a^2\tau^2 .$$

For the correlation in time, start from a known $v(0)$. With probability $e^{-t/\tau}$ there is no collision before $t$, and the velocity is $v(0)+at$. Otherwise the last collision was a time $s<t$ ago, and the mean velocity is $as$. Therefore

$$\begin{aligned}
\langle v(t)\,|\,v(0)\rangle&=e^{-t/\tau}\,[v(0)+at]+\int_0^t as\,\frac{e^{-s/\tau}}{\tau}\,ds\\
&=e^{-t/\tau}\,[v(0)+at]+a\tau-a(t+\tau)e^{-t/\tau}\\
&=a\tau+[v(0)-a\tau]\,e^{-t/\tau}.
\end{aligned}$$

Subtracting $a\tau$, multiplying by $\delta v(0)$ and averaging gives $C_v(t)=\sigma^2e^{-|t|/\tau}$. Its transform is $2\int C_v e^{-i\omega t}dt=4\sigma^2\tau/(1+\omega^2\tau^2)$, so

$$S_{I,w}(f)=w\,\frac{4q^2N}{L^2}\left(\frac{k_BT}{m}+a^2\tau^2\right)\frac{\tau}{1+\omega^2\tau^2}.$$

At low field and low frequency this must reduce to Nyquist noise when $w=1$. The conductance is

$$G=\frac{\langle I\rangle}{V}=\frac{qN}{L}\,\frac{qE\tau}{m}\,\frac{1}{EL}=\frac{q^2N\tau}{mL^2},$$

and indeed $S_{I,w}\to w\,4k_BTG$.

I tested this by simulating free flights and collisions for 64 electrons with $a\tau=0.5\sqrt{k_BT/m}$, using 1200 runs of $51.2\,\tau$ and frequencies up to $\omega\tau\approx2$. In the lower and upper halves of that band, packets of 4 gave factors 3.90 and 4.00, and packets of 16 gave 15.44 and 16.01. Each figure has a sampling error of about 1%. The finite, sampled window lowers the expected value in the lower half by about 1% (to 3.96 and 15.86) and raises it in the upper half by about 1%. A mixture of 32 single electrons and 4 packets of 8 gave 4.52 in both halves, where the formula predicts 4.50.

**Why a longer run doesn't cure it**

A single periodogram scatters about its expectation by roughly 100% of that expectation; in the simulations the relative scatter was 0.99 to 1.01 for all weights. Averaging $n$ independent periodograms reduces the relative scatter as $1/\sqrt n$, but for windows much longer than $\tau$ the average approaches $wS_{I,1}$, not $S_{I,1}$. Under the assumptions above, the remedy is to divide the spectrum by $w$, or the rms noise by $\sqrt w$.

The estimate of the mean current does converge to the true value. For run times $T_r\gg\tau$ its standard error falls as $1/\sqrt{T_r}$ for any $w$, but at equal run time it is $\sqrt w$ times larger than for electrons. For an average over a time $T_r\gg\tau$,

$$\mathrm{Var}(\bar I)=\frac{1}{T_r^2}\int_{-T_r}^{T_r}(T_r-|t|)\,C_{I,w}(t)\,dt\simeq\frac{1}{T_r}\int_{-\infty}^{\infty}C_{I,w}(t)\,dt=\frac{S_{I,w}(0)}{2T_r}.$$

At fixed precision the required run time therefore grows as $w$.

**Your bar**

The volume is $10^{-8}$ cm³, so $N=10^6$, represented by $10^4$ superparticles. The drift velocity is $5\times10^5\times0.20=1.0\times10^5$ cm/s, and

$$\langle I\rangle=\frac{(1.602\times10^{-19}\ \mathrm{C})(10^6)(10^5\ \mathrm{cm/s})}{10^{-2}\ \mathrm{cm}}=1.60\ \mathrm{µA}.$$

The voltage is 2.00 mV, so $G=0.801$ mS. The drift velocity is far below the thermal velocity $\sqrt{k_BT/m}=2.9\times10^7$ cm/s, so the low-field limit applies:

| Quantity | Electrons | Superparticles, $w=100$ |
|---|---|---|
| $S_I$ at low frequency (A²/Hz) | $3.4\times10^{-24}$ | $3.4\times10^{-22}$ |
| $\sqrt{S_I}$ (pA/√Hz) | 1.85 | 18.5 |
| rms current fluctuation, all frequencies (µA) | 0.46 | 4.6 |
| Run for 1% standard error of the mean (ns) | 6.6 | 660 |

The third row is $\sqrt{C_{I,w}(0)}=(q/L)\sqrt{wN}\,\sigma$. For the superparticles it exceeds the mean current, so the instantaneous simulated current is negative about 36% of the time, against about 0.03% for electrons, although the mean is correct. The last row follows from $T_r=S_I(0)/[2(0.01\langle I\rangle)^2]$.

Read as Nyquist noise, the simulated spectrum would imply a temperature $wT=7700$ K. The carriers are not hot: their velocity distribution is still the one at 77 K. In the constant-rate model, with $\tau=3.98$ ps, the spectrum falls to half its low-frequency value at $1/(2\pi\tau)=40$ GHz. Energy-dependent rates move this point at the same mobility: elastic scattering with $\tau\propto E^{-1/2}$ gives about 38 GHz, and $\tau\propto E^{3/2}$, as for ionized impurities, about 27 GHz. In each case the frequency is the same for both representations.

**Injected carriers: a case where the factor can differ**

In an open channel the number of carriers also fluctuates. Consider a channel in which all carriers cross in the same direction. For diffusive transport between two contacts this requires a voltage well above $k_BT/q$, so your bar, with 2 mV against 6.6 mV, is not such a case. Let packets enter at mean rate $\nu=\langle I\rangle/(wq)$, each producing a current pulse of charge $wq$ whose unit-area shape has Fourier transform $H(\omega)$. Over a long window $T_w$, the Fourier amplitude is $A=wq\sum_j e^{-i\omega t_j}H_j$ and $S=2\langle|A|^2\rangle/T_w$, with $\omega$ a nonzero multiple of $2\pi/T_w$.

For Poisson arrivals the phases are independent and the cross terms average to zero. There are on average $\nu T_w$ diagonal terms, so

$$S=2\nu(wq)^2\langle|H|^2\rangle=w\,2q\langle I\rangle\langle|H|^2\rangle .$$

The factor is again $w$.

Now suppose arrivals occupy regular time slots, each filled independently with probability $p$. Away from multiples of the slot frequency, the mean amplitude sums to zero over the slots. The variance per slot is $(wq)^2\left(p\langle|H|^2\rangle-p^2|\langle H\rangle|^2\right)$, and there are $\nu T_w/p$ slots. Hence

$$S=w\,2q\langle I\rangle\left(\langle|H|^2\rangle-p\,|\langle H\rangle|^2\right).$$

If the packets keep the same $p$, the inflation is still $w$ away from multiples of both slot frequencies. The packets' slots are $w$ times longer, so their spectral lines begin at a frequency $w$ times lower. If slotted electrons are replaced by Poisson packets, the inflation away from multiples of the electrons' slot frequency exceeds $w$ wherever $\langle H\rangle\ne0$, because the regularity of the injection has been lost as well. At low frequency $H\to1$ and the factor becomes $w/(1-p)$, which is 50 for $w=10$, $p=0.8$. A simulation with these values, at $\omega$ times the mean transit time equal to 1.26, gave 9.8 when the slots were kept and 42.5 when they were replaced by Poisson arrivals. For transit times uniform between 0.5 and 1.5 times the mean, the formulas predict 10 and 44.0 at that frequency, and the sampling error of each ratio is about 1.4%.

**How far this applies to real InSb**

Your mobility, mass and density are rough values for lightly doped n-type InSb at 77 K, but 100 µm is far longer than a transistor channel. The mean free path is about 1.8 µm, so diffuse scattering at the side walls of a bar 10 µm wide could lower the mobility somewhat; this would change the velocity correlation but not the factor $w$. With a rough gap of 0.23 eV, band nonparabolicity raises the mass defined as momentum over velocity by about 9% at energy $1.5k_BT$. In a two-band Kane model this lowers the electrons' rms current from 0.46 to 0.43 µA, raises the constant $\tau$ inferred from the mobility from 3.98 to about 4.5 ps, and lowers the occupation quoted next to 0.56%. It leaves the factor $w$ unchanged, since $w$ doesn't depend on the form of $C_v$. Pauli blocking does break independence, but the mean occupation seen by an electron is only 0.65%.

The serious restriction is the prescribed field. In a real device the carriers also respond to one another's charge. Take as the typical distance $r_s=(3/4\pi n)^{1/3}$, the radius of a sphere that holds one electron on average at density $n$. The ratio of Coulomb to thermal energy is then

$$\Gamma=\frac{q^2}{4\pi\varepsilon r_sk_BT}=0.096,$$

using a relative permittivity of 17. For packets the charge squared grows as $w^2$, the spacing as $w^{1/3}$ and the thermal energy as $w$. The ratio becomes $w^{2/3}\Gamma=2.1$. Packets interacting as point charges would thus be strongly coupled where the electrons are weakly coupled. If you switch on a self-consistent field, dividing the spectrum by $w$ is no longer justified by this derivation; repeat the run at several values of $w$ and check how the noise scales.

The numerical output below lists the remaining values for the bar.

## Computed values

```
Closed sample, Monte Carlo against theory (dimensionless)
 w=1: expected factor 1.00
   PSD factor, lower band 1.00, upper band 1.01
   mean/theory 1.000, periodogram scatter 1.00, average-variance/theory 0.99
 w=4: expected factor 4.00
   PSD factor, lower band 3.90, upper band 4.00
   mean/theory 0.999, periodogram scatter 0.99, average-variance/theory 0.97
 w=16: expected factor 16.00
   PSD factor, lower band 15.44, upper band 16.01
   mean/theory 0.988, periodogram scatter 1.01, average-variance/theory 0.97
 mixed (32 of w=1, 4 of w=8): expected factor 4.50
   PSD factor, lower band 4.52, upper band 4.52
   mean/theory 1.000, periodogram scatter 1.01, average-variance/theory 1.00
Open channel, packets of w = 10, slot filling p = 0.8
 PSD factor, Poisson to Poisson: 9.75
 PSD factor, slots to slots: 9.81
 PSD factor, slots to Poisson: 42.53
InSb bar, rough typical inputs
 temperature 77 K, mass 0.014 m_e
 mobility 5.00e+05 cm2/Vs, density 1.0e+14 cm^-3
 length 100 um, side 10 um, field 0.20 V/cm
 gap 0.23 eV, relative permittivity 17, energy relaxation 100 ps
 electrons N 1.000e+06, w 100, superparticles 1.000e+04
InSb bar, results
 tau 3.98 ps, corner frequency 40.0 GHz
 thermal velocity sqrt(kT/m) 2.887e+07 cm/s
 drift velocity 1.000e+05 cm/s, voltage 2.00 mV
 mean current 1.602 uA, conductance 0.801 mS
 4kTG 3.407e-24 A2/Hz
 low-frequency S: real 3.407e-24, superparticles 3.407e-22 A2/Hz
 sqrt(S): real 1.85, superparticles 18.46 pA/sqrt(Hz)
 apparent noise temperature 7700 K
 full-band rms current: real 0.463, superparticles 4.626 uA
 run for 1% error of mean: real 6.64, superparticles 663.5 ns
Neglected effects
 degeneracy: mean occupation 0.65 %
 nonparabolic mass increase at 1.5 kT 8.7 %
 carrier heating dT/T 0.020 %
 open-contact number noise, qV/kT 0.301, excess 0.76 %
 hf/kT at corner frequency 0.0249
 Coulomb coupling: electrons 0.096, superparticles 2.06
 Debye length 0.250 um, plasma omega*tau 4.60
 in Debye sphere: electrons 6.52, superparticles 0.0652
```
